# Orbital Magnetic Moment of a Massive Dirac Band Edge: a program that tests the result

```python
# Result under test: a massive Dirac valley
#   H = hbar v (tau kx sx + ky sy) + Delta sz,  electron charge -e,
# has the orbital moment (the same in both bands)
#   m_z(k) = -tau e hbar v^2 Delta / (2 (Delta^2 + (hbar v k)^2)),
# so at the band edge |m_z| = e hbar/(2 m*) = mu_B m_e/m*, m* = Delta/v^2.
# Symbols: tau = +1 or -1 valley, 2 Delta gap, v Dirac velocity, k wave vector
# from the valley centre, sx, sy, sz Pauli matrices, B field along z.
# Working units: eV, nm, T. Moments are in eV/T.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

E_OVER_HBAR = const.e / const.hbar * 1e-18               # 1/(T nm^2)
HBAR2_OVER_ME = const.hbar**2 / const.m_e / const.e * 1e18  # eV nm^2
MU_B = const.physical_constants["Bohr magneton in eV/T"][0]
K_B = const.k / const.e                                  # eV/K
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)

# Rough typical values in the regime of monolayer MoS2
gap = 1.7              # eV
hv = 0.35              # hbar v, eV nm
field = 10.0           # T
soc_splitting = 0.15   # valence spin splitting, eV
temperature = 300.0    # K
density_cm2 = 1e12     # carriers per cm^2
mobility_cm2 = 1000.0  # cm^2/(V s)
delta = gap / 2


def dirac(tau, hvx=hv, hvy=hv, half_gap=delta, bare=0.0):
    """Return H(kx, ky); bare multiplies the free-electron kinetic term."""
    def hamiltonian(kx, ky):
        kinetic = bare * HBAR2_OVER_ME * (kx**2 + ky**2) / 2
        return (tau * hvx * kx * SX + hvy * ky * SY + half_gap * SZ
                + kinetic * np.eye(2))
    return hamiltonian


def moment(hamiltonian, kx, ky, band, step=1e-3):
    """(e/hbar) Im <d_x u|(H - energy)|d_y u> from numerical eigenvectors."""
    h0 = hamiltonian(kx, ky)
    energies, vectors = np.linalg.eigh(h0)
    u0 = vectors[:, band]

    def aligned(dx, dy):
        u = np.linalg.eigh(hamiltonian(kx + dx, ky + dy))[1][:, band]
        overlap = np.vdot(u, u0)
        return u * overlap / abs(overlap)

    du_x = (aligned(step, 0) - aligned(-step, 0)) / (2 * step)
    du_y = (aligned(0, step) - aligned(0, -step)) / (2 * step)
    shifted = h0 - energies[band] * np.eye(len(h0))
    return E_OVER_HBAR * np.imag(np.vdot(du_x, shifted @ du_y))


def mass_ratio(hamiltonian, band, direction=(1, 0), step=3e-3):
    """Band-edge mass over m_e from finite-difference curvature."""
    def energy(k):
        point = hamiltonian(k * direction[0], k * direction[1])
        return np.linalg.eigvalsh(point)[band]
    curvature = (energy(step) - 2 * energy(0.0) + energy(-step)) / step**2
    return HBAR2_OVER_ME / curvature


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Moment from its definition against the closed formula: valleys, bands, k
for tau in (1, -1):
    for band in (0, 1):
        for kx, ky in ((0, 0), (0.7, 0), (-0.4, 1.1), (1.5, -2.0)):
            formula = (-tau * E_OVER_HBAR * hv**2 * delta
                       / (2 * (delta**2 + hv**2 * (kx**2 + ky**2))))
            assert close(moment(dirac(tau), kx, ky, band), formula, 1e-5)

# Curvature mass, and the band-edge identity between two numerical results
mass = mass_ratio(dirac(1), 1)
hole_mass = -mass_ratio(dirac(1), 0)
edge_moment = moment(dirac(1), 0, 0, 1)
mu_star = abs(edge_moment)
assert close(mass, HBAR2_OVER_ME * delta / hv**2, 1e-5)
assert close(hole_mass, mass, 1e-5)
assert close(mu_star, MU_B / mass, 1e-5)


def packet_moment(tau, width, points=128):
    """-(e/2)<x v_y - y v_x> of a conduction packet centred at k = 0.
    Its mean velocity is zero, so the choice of origin has no effect."""
    half_box = 10 * width
    spacing = 2 * half_box / points
    axis = -half_box + spacing * np.arange(points)
    kx, ky = np.meshgrid(axis, axis, indexing="ij")
    energy = np.sqrt(delta**2 + hv**2 * (kx**2 + ky**2))
    spinor = np.array([energy + delta, hv * (tau * kx + 1j * ky)])
    spinor = spinor / np.sqrt(np.sum(abs(spinor)**2, axis=0))
    psi = spinor * np.exp(-(kx**2 + ky**2) / (4 * width**2))
    psi = psi / np.sqrt(np.sum(abs(psi)**2))
    q = 2 * np.pi * np.fft.fftfreq(points, spacing)
    x_psi = 1j * np.fft.ifft(1j * q[None, :, None]
                             * np.fft.fft(psi, axis=1), axis=1)
    y_psi = 1j * np.fft.ifft(1j * q[None, None, :]
                             * np.fft.fft(psi, axis=2), axis=2)
    rotated = (np.einsum("ab,bij->aij", hv * SY, x_psi)
               - np.einsum("ab,bij->aij", tau * hv * SX, y_psi))
    return -E_OVER_HBAR / 2 * np.real(np.vdot(psi, rotated))


# The packet moment tends to the edge moment, with error as width squared
packet_widths = (0.10, 0.05)
for tau in (1, -1):
    target = moment(dirac(tau), 0, 0, 1)
    wide, narrow = [packet_moment(tau, w) for w in packet_widths]
    assert close(narrow, target, 2e-3)
    assert 3.9 < (wide - target) / (narrow - target) < 4.1
packet_narrow = packet_moment(1, packet_widths[1])


def landau_edges(tau, b_field, size=60):
    """Lowest conduction and highest valence level, by diagonalization."""
    inverse_length = np.sqrt(E_OVER_HBAR * b_field)
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    position = (lower + lower.T) / np.sqrt(2)
    momentum = (lower - lower.T) / (1j * np.sqrt(2))
    # Landau gauge: pi_x = -e B y and pi_y = p_y
    h = (np.kron(SX, -tau * hv * inverse_length * position)
         + np.kron(SY, hv * inverse_length * momentum)
         + np.kron(SZ, delta * np.eye(size)))
    levels, states = np.linalg.eigh(h)
    # Drop the artificial state left on the last oscillator function
    last_weight = abs(states[size - 1])**2 + abs(states[2 * size - 1])**2
    levels = levels[last_weight < 0.9]
    return levels[levels > 0].min(), levels[levels < 0].max()


# Level shifts: half a cyclotron quantum plus the Zeeman energy -m_z B
cyclotron = E_OVER_HBAR * HBAR2_OVER_ME / mass * field
edges = {tau: landau_edges(tau, field) for tau in (1, -1)}
for tau in (1, -1):
    zeeman = -moment(dirac(tau), 0, 0, 1) * field
    conduction, valence = edges[tau]
    assert abs(conduction - delta - cyclotron / 2 - zeeman) < 3e-3 * cyclotron
    assert abs(valence + delta + cyclotron / 2 - zeeman) < 3e-3 * cyclotron
valley_splitting = edges[1][0] - edges[-1][0]
linear_splitting = 2 * mu_star * field
assert close(valley_splitting, linear_splitting, 3e-3)
gap_difference = (edges[1][0] - edges[1][1]) - (edges[-1][0] - edges[-1][1])
assert abs(gap_difference) < 1e-10

# Unequal velocities: the geometric mean of the two masses enters
skew = dirac(1, hvx=1.1 * hv, hvy=0.9 * hv)
mass_x, mass_y = mass_ratio(skew, 1, (1, 0)), mass_ratio(skew, 1, (0, 1))
skew_moment = abs(moment(skew, 0, 0, 1))
assert close(skew_moment, MU_B / np.sqrt(mass_x * mass_y), 1e-5)

# A bare kinetic term changes the mass but not the moment
with_bare = dirac(1, bare=1.0)
bare_mass = mass_ratio(with_bare, 1)
assert close(moment(with_bare, 0, 0, 1), edge_moment, 1e-5)
assert close(1 / bare_mass, 1 / mass + 1, 1e-5)
assert not close(mu_star, MU_B / bare_mass, 0.1)

# A remote band above the conduction edge, of either chirality
remote_offset, hv_remote = 2.0, 0.15


def three_band(chirality):
    def hamiltonian(kx, ky):
        h = np.diag([delta, -delta, delta + remote_offset]).astype(complex)
        h[0, 1] = hv * (kx - 1j * ky)
        h[0, 2] = hv_remote * (kx - 1j * chirality * ky)
        h[1, 0], h[2, 0] = np.conj(h[0, 1]), np.conj(h[0, 2])
        return h
    return hamiltonian


part_valence = 2 * hv**2 / gap
part_remote = -2 * hv_remote**2 / remote_offset
remote_results = {}
for chirality in (1, -1):
    model = three_band(chirality)
    m3, mass3 = moment(model, 0, 0, 1), mass_ratio(model, 1)
    assert close(HBAR2_OVER_ME / mass3, part_valence + part_remote, 1e-5)
    assert close(m3, -E_OVER_HBAR / 2
                 * (part_valence + chirality * part_remote), 1e-5)
    remote_results[chirality] = (abs(m3) / MU_B, 1 / mass3)
assert close(*remote_results[1], 1e-5)
assert not close(*remote_results[-1], 0.1)

# Sizes of neglected effects
soc_moment = abs(moment(dirac(1, half_gap=(gap + soc_splitting) / 2), 0, 0, 1))
kt = K_B * temperature


def thermal_weight(k):
    return k * np.exp(-(np.sqrt(delta**2 + (hv * k)**2) - delta) / kt)


k_max = np.sqrt((delta + 40 * kt)**2 - delta**2) / hv
thermal_ratio = (quad(lambda k: thermal_weight(k)
                      * moment(dirac(1), k, 0, 1) / edge_moment, 0, k_max,
                      epsabs=1e-8, epsrel=1e-6)[0]
                 / quad(thermal_weight, 0, k_max)[0])
assert abs(thermal_ratio - (1 - 2 * kt / delta)) < 5 * (kt / delta)**2
degeneracy = 4   # two valleys, two nearly degenerate conduction spins
k_fermi = np.sqrt(4 * np.pi * density_cm2 * 1e-14 / degeneracy)
fermi_energy = np.sqrt(delta**2 + (hv * k_fermi)**2) - delta
filling_ratio = moment(dirac(1), k_fermi, 0, 1) / edge_moment
mobility = mobility_cm2 * 1e-4
broadening = const.hbar / (mass * const.m_e * mobility)   # eV

print("INPUTS (rough, regime of monolayer MoS2)")
print(f"gap 2 Delta = {gap:.2f} eV")
print(f"half gap Delta = {delta:.3f} eV")
print(f"hbar v = {hv:.2f} eV nm")
print(f"velocity v = {hv * 1e-9 * const.e / const.hbar:.3e} m/s")
print(f"field B = {field:.1f} T")
print(f"hbar^2/m_e = {HBAR2_OVER_ME:.5f} eV nm^2")
print(f"Bohr magneton = {MU_B * 1e3:.5f} meV/T")
print("BAND EDGE")
print(f"electron mass (curvature) = {mass:.4f} m_e")
print(f"hole mass (curvature) = {hole_mass:.4f} m_e")
print(f"m_z, tau=+1, conduction = {edge_moment / MU_B:.4f} mu_B")
print(f"m_z, tau=+1, valence = {moment(dirac(1), 0, 0, 0) / MU_B:.4f} mu_B")
print(f"m_z, tau=-1, conduction = {moment(dirac(-1), 0, 0, 1) / MU_B:.4f} mu_B")
print(f"m_e/m* = {1 / mass:.4f}")
print(f"|m_z| = {mu_star * 1e3:.4f} meV/T")
print(f"packet width in k = {packet_widths[1]:.2f} 1/nm")
print(f"packet m_z, tau=+1 = {packet_narrow / MU_B:.4f} mu_B")
print("IN THE FIELD")
print(f"cyclotron quantum = {cyclotron * 1e3:.4f} meV")
for tau in (1, -1):
    print(f"conduction shift, tau={tau:+d}: "
          f"{(edges[tau][0] - delta) * 1e3 + 0.0:.4f} meV")
    print(f"valence shift, tau={tau:+d}: "
          f"{(edges[tau][1] + delta) * 1e3 + 0.0:.4f} meV")
print(f"valley splitting, levels = {valley_splitting * 1e3:.4f} meV")
print(f"valley splitting, 2|m_z|B = {linear_splitting * 1e3:.4f} meV")
print(f"relative nonlinearity = {1 - valley_splitting / linear_splitting:.2e}")
print("CONDITIONS OF THE IDENTITY")
print(f"velocities +10%/-10%: m_x = {mass_x:.4f}, m_y = {mass_y:.4f} m_e")
print(f"  moment = {skew_moment / MU_B:.4f} mu_B")
print(f"with bare kinetic term: mass = {bare_mass:.4f} m_e")
print(f"  m_e/mass = {1 / bare_mass:.4f}, moment = {mu_star / MU_B:.4f} mu_B")
print(f"remote band: offset {remote_offset:.1f} eV, "
      f"coupling {hv_remote:.2f} eV nm")
for chirality, label in ((1, "same"), (-1, "opposite")):
    m3, inverse3 = remote_results[chirality]
    print(f"  {label} chirality: |m_z| = {m3:.4f} mu_B, m_e/m = {inverse3:.4f}")
print("NEGLECTED EFFECTS")
print(f"valence spin splitting = {soc_splitting:.2f} eV")
print(f"  moment, wider-gap spin = {soc_moment / MU_B:.4f} mu_B")
print(f"atomic l_z=2 moment / Dirac moment = {2 * MU_B / mu_star:.3f}")
print(f"spin Zeeman splitting (g=2) = {2 * MU_B * field * 1e3:.3f} meV")
print(f"thermal energy at {temperature:.0f} K = {kt * 1e3:.2f} meV")
print(f"  thermal mean moment / edge moment = {thermal_ratio:.4f}")
print(f"density = {density_cm2:.1e} cm^-2, degeneracy {degeneracy}")
print(f"  Fermi energy above edge = {fermi_energy * 1e3:.3f} meV")
print(f"  moment at Fermi level / edge moment = {filling_ratio:.4f}")
print(f"mobility = {mobility_cm2:.0f} cm^2/(V s)")
print(f"  broadening hbar/lifetime = {broadening * 1e3:.3f} meV")
print(f"  cyclotron frequency x lifetime = {cyclotron / broadening:.3f}")
print("PASS")
```

Output:

```
INPUTS (rough, regime of monolayer MoS2)
gap 2 Delta = 1.70 eV
half gap Delta = 0.850 eV
hbar v = 0.35 eV nm
velocity v = 5.317e+05 m/s
field B = 10.0 T
hbar^2/m_e = 0.07620 eV nm^2
Bohr magneton = 0.05788 meV/T
BAND EDGE
electron mass (curvature) = 0.5287 m_e
hole mass (curvature) = 0.5287 m_e
m_z, tau=+1, conduction = -1.8913 mu_B
m_z, tau=+1, valence = -1.8913 mu_B
m_z, tau=-1, conduction = 1.8913 mu_B
m_e/m* = 1.8913
|m_z| = 0.1095 meV/T
packet width in k = 0.05 1/nm
packet m_z, tau=+1 = -1.8901 mu_B
IN THE FIELD
cyclotron quantum = 2.1895 meV
conduction shift, tau=+1: 2.1867 meV
valence shift, tau=+1: 0.0000 meV
conduction shift, tau=-1: 0.0000 meV
valence shift, tau=-1: -2.1867 meV
valley splitting, levels = 2.1867 meV
valley splitting, 2|m_z|B = 2.1895 meV
relative nonlinearity = 1.28e-03
CONDITIONS OF THE IDENTITY
velocities +10%/-10%: m_x = 0.4370, m_y = 0.6528 m_e
  moment = 1.8724 mu_B
with bare kinetic term: mass = 0.3459 m_e
  m_e/mass = 2.8913, moment = 1.8913 mu_B
remote band: offset 2.0 eV, coupling 0.15 eV nm
  same chirality: |m_z| = 1.5960 mu_B, m_e/m = 1.5960
  opposite chirality: |m_z| = 2.1866 mu_B, m_e/m = 1.5960
NEGLECTED EFFECTS
valence spin splitting = 0.15 eV
  moment, wider-gap spin = 1.7380 mu_B
atomic l_z=2 moment / Dirac moment = 1.057
spin Zeeman splitting (g=2) = 1.158 meV
thermal energy at 300 K = 25.85 meV
  thermal mean moment / edge moment = 0.9426
density = 1.0e+12 cm^-2, degeneracy 4
  Fermi energy above edge = 2.261 meV
  moment at Fermi level / edge moment = 0.9947
mobility = 1000 cm^2/(V s)
  broadening hbar/lifetime = 2.190 meV
  cyclotron frequency x lifetime = 1.000
PASS
```
